# Sign of the gradient-expanded correlation energy in helium and neon

**Setting.** Hartree atomic units are used. The density $n(\mathbf r)$ is that of a closed-shell atom with $N$ electrons, without spin polarization. The second-order gradient expansion of the correlation energy, with the Ma-Brueckner coefficient, is

$$E_c^{\rm GEA}[n]=\int n\,\varepsilon_c(r_s)\,d^3r+C\,I[n],\qquad I[n]=\int\frac{|\nabla n|^2}{n^{4/3}}\,d^3r,$$

where $r_s=(3/4\pi n)^{1/3}$. The value $C=0.004235$ hartree comes from many-body theory of the weakly inhomogeneous electron gas at high density. Here it is an input that defines the functional. The first term is the local density approximation (LDA), with the Perdew-Wang (PW92) form

$$\varepsilon_c=-2A(1+\alpha_1r_s)\ln\!\left(1+\frac1Q\right),\qquad Q=2A\left(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2\right),$$

$A=0.031091$, $\alpha_1=0.21370$, and $\beta_1,\dots,\beta_4=7.5957,\ 3.5876,\ 1.6382,\ 0.49294$.

## Part (a): the exact sign

**Question.** Show that the exact correlation energy cannot be positive, whether it is defined relative to the Hartree-Fock energy or as in Kohn-Sham theory.

**Model answer.** In the first definition $E_c=E_{\rm exact}-E_{\rm HF}$. The Hartree-Fock determinant is an admissible trial state for the full Hamiltonian, so the variational principle gives $E_{\rm exact}\le E_{\rm HF}$, hence $E_c\le0$.

In Kohn-Sham theory, let $\hat T$ and $\hat W$ be the kinetic energy and the electron repulsion. Let $\Psi_n$ minimize $\langle\hat T+\hat W\rangle$ among all wavefunctions with density $n$, and let $\Phi_n$ be the Kohn-Sham determinant with the same density. Then

$$E_c[n]=\langle\Psi_n|\hat T+\hat W|\Psi_n\rangle-\langle\Phi_n|\hat T+\hat W|\Phi_n\rangle\le0,$$

because $\Phi_n$ is itself one of the candidates in the minimization. The two definitions differ in value but share this sign. Reference energies below use the first.

## Part (b): the gradient term as an energy per electron

**Question.** With $k_F=(3\pi^2n)^{1/3}$, $k_s=(4k_F/\pi)^{1/2}$ and $t=|\nabla n|/(2k_sn)$, write the gradient term as $\int n\,\beta t^2\,d^3r$. Find $\beta$, and state when the integrand of $E_c^{\rm GEA}$ is positive.

**Model answer.** Squaring $t$ and inserting $k_s^2=4k_F/\pi$ gives

$$t^2=\frac{|\nabla n|^2}{4k_s^2n^2}=\frac{\pi}{16}\,\frac{|\nabla n|^2}{k_Fn^2}.$$

Since $k_F=(3\pi^2)^{1/3}n^{1/3}$,

$$n\beta t^2=\frac{\pi\beta}{16(3\pi^2)^{1/3}}\,\frac{|\nabla n|^2}{n^{4/3}}.$$

The prefactor must equal $C$, so

$$\beta=\frac{16}{\pi}(3\pi^2)^{1/3}C=0.066726\ \text{hartree}.$$

The integrand is $n(\varepsilon_c+\beta t^2)$. It is positive where $\beta t^2>|\varepsilon_c|$. If the density varies so slowly that $\beta t^2<|\varepsilon_c|$ everywhere, the total is negative, as it should be. A wrong sign therefore requires $t^2>|\varepsilon_c|/\beta$ somewhere. This threshold depends on the density: at large $r_s$, $Q\approx2A\beta_4r_s^2$ gives $|\varepsilon_c|\approx\alpha_1/(\beta_4r_s)$, so the threshold falls toward zero as the density decreases.

## Part (c): a test without the LDA integral

**Question.** For the model density $n=(N\zeta^3/\pi)e^{-2\zeta r}$, evaluate $I[n]$. Then take $N=2$ and $\zeta=27/16$ bohr$^{-1}$ as a model of He, and determine the sign of $E_c^{\rm GEA}$ without evaluating the LDA integral.

**Model answer.** Here $|\nabla n|=2\zeta n$, so $|\nabla n|^2/n^{4/3}=4\zeta^2n^{2/3}$ and

$$I=4\zeta^2\left(\frac{N\zeta^3}{\pi}\right)^{2/3}4\pi\int_0^\infty r^2e^{-4\zeta r/3}\,dr.$$

The radial integral is $2/(4\zeta/3)^3=27/(32\zeta^3)$. Collecting powers,

$$I=\frac{16\cdot27}{32}\,\pi^{1-2/3}N^{2/3}\,\zeta^{2+2-3}=\frac{27}{2}\,\pi^{1/3}N^{2/3}\zeta.$$

For the model He atom $I=52.964$, and the gradient term is $0.004235\times52.964=0.2243$ hartree.

To bound the LDA term, first show that $|\varepsilon_c|$ decreases as $r_s$ grows. Write $|\varepsilon_c|=2Af$ with $f=(1+\alpha_1r_s)\ln(1+1/Q)$. A prime denotes $d/dr_s$, and

$$f'=\alpha_1\ln\!\left(1+\frac1Q\right)-\frac{(1+\alpha_1r_s)Q'}{Q(1+Q)}.$$

Because $\ln(1+1/Q)<1/Q$, it follows that $f'<-D/[Q(1+Q)]$ with

$$D=(1+\alpha_1r_s)Q'-\alpha_1(1+Q)=Q'+\alpha_1(r_sQ'-Q)-\alpha_1.$$

Differentiating $Q$ term by term gives

$$Q'=A\beta_1r_s^{-1/2}+2A\beta_2+3A\beta_3r_s^{1/2}+4A\beta_4r_s,$$

$$r_sQ'-Q=-A\beta_1r_s^{1/2}+A\beta_3r_s^{3/2}+2A\beta_4r_s^2,$$

and therefore

$$\begin{aligned}D={}&A\beta_1r_s^{-1/2}+(2A\beta_2-\alpha_1)+A(3\beta_3-\alpha_1\beta_1)r_s^{1/2}\\&+4A\beta_4r_s+\alpha_1A\beta_3r_s^{3/2}+2\alpha_1A\beta_4r_s^2.\end{aligned}$$

The listed parameters satisfy $2A\beta_2>\alpha_1$ and $3\beta_3>\alpha_1\beta_1$. Every term of $D$ is then positive, so $f'<0$.

The model density is largest at the nucleus, where $r_s$ is smallest and $|\varepsilon_c|$ largest. Thus

$$|E_c^{\rm LDA}|=\int n|\varepsilon_c|\,d^3r\le N\,|\varepsilon_c(r_s(0))|.$$

With $n(0)=2\zeta^3/\pi$,

$$r_s(0)=\left(\frac{3}{8\zeta^3}\right)^{1/3}=\frac{3^{1/3}}{2\zeta}=0.4273\ \text{bohr},$$

and the bound is $0.1613$ hartree. The gradient term, $0.2243$ hartree, exceeds it, so $E_c^{\rm GEA}$ is positive for this density. The LDA integral itself is $-0.1141$ hartree, which makes the sum $+0.1102$ hartree.

Contracting the density at fixed $N$ makes matters worse. The gradient term grows in proportion to $\zeta$. For small $r_s$, $Q\approx2A\beta_1r_s^{1/2}$, so $|\varepsilon_c|\approx2A\ln(1/Q)$, and the bound on the LDA term grows only logarithmically with $\zeta$.

## Part (d): Hartree-Fock densities

**Question.** Hartree-Fock densities of He and Ne, computed in large Gaussian basis sets, give these values:

| | $E_c^{\rm LDA}$ (hartree) | $I[n]$ |
|---|---:|---:|
| He | $-0.1125$ | $51.483$ |
| Ne | $-0.7428$ | $311.258$ |

Evaluate $E_c^{\rm GEA}$ and compare it with the exact correlation energies, about $-0.042$ hartree for He and $-0.39$ hartree for Ne.

**Model answer.** Both densities are spherical. The tabulated integrals are therefore radial ones,

$$E_c^{\rm LDA}=4\pi\int_0^\infty r^2n\,\varepsilon_c\,dr,\qquad I=4\pi\int_0^\infty r^2\,\frac{(dn/dr)^2}{n^{4/3}}\,dr.$$

For He, the gradient term is

$$C\,I=0.004235\times51.483=0.2180\ \text{hartree}.$$

Adding the LDA term gives

$$E_c^{\rm GEA}({\rm He})=-0.1125+0.2180\approx+0.106\ \text{hartree}\quad(+2.87\ \text{eV}).$$

For Ne, in the same way,

$$C\,I=0.004235\times311.258=1.3182\ \text{hartree},$$

$$E_c^{\rm GEA}({\rm Ne})=-0.7428+1.3182=+0.5754\ \text{hartree}\quad(+15.66\ \text{eV}).$$

Both sums are positive, which part (a) forbids for the exact energy.

The numerical check also estimates the reference energies. For He, coupled-cluster theory with single and double excitations, which is exact for two electrons within a given basis, extrapolates to $-0.0419$ hartree; an explicitly correlated (Hylleraas) variational energy minus the Hartree-Fock limit gives $-0.0420$ hartree. For Ne, extrapolated second-order perturbation theory plus a coupled-cluster correction gives $-0.3835$ hartree. This estimate is not converged in the basis: with core-valence triple- and quadruple-zeta sets the same scheme gives $-0.392$ hartree, a shift of about $0.009$ hartree. The two estimates lie on either side of the stated $-0.39$.

LDA alone has the right sign but is too negative relative to the exact values, by about $0.070$ hartree in He and about $0.35$ hartree in Ne. A positive correction is thus needed. The gradient term has the right direction, but it is about $0.2180/0.070\approx3.1$ times too large in He and, from $1.318/0.35$, between $3.7$ and $3.8$ times too large in Ne.

## Part (e): the origin of the wrong sign

**Question.** Use the following information to decide what causes the positive energies.

1. The mean of $t^2$ per electron is $1.634$ in He and $1.975$ in Ne.
2. The P86 functional uses, besides a damping factor for large gradients that is left out here, the density-dependent coefficient
$$C(r_s)=0.001667+\frac{0.002568+0.023266\,r_s+7.389\times10^{-6}r_s^2}{1+8.723\,r_s+0.472\,r_s^2+0.07389\,r_s^3}.$$
With this coefficient in the gradient term and the same LDA term, the sums are $+0.0882$ hartree for He and $+0.5577$ hartree for Ne.
3. The PBE functional replaces $\beta t^2$ by
$$H=\gamma\ln\!\left[1+\frac{\beta}{\gamma}\,t^2\,\frac{1+at^2}{1+at^2+a^2t^4}\right],\qquad a=\frac{\beta/\gamma}{e^{-\varepsilon_c/\gamma}-1},\qquad\gamma=\frac{1-\ln2}{\pi^2}.$$

Show in particular that the PBE correlation energy cannot be positive.

**Model answer.**

*Size of the reduced gradient.* By part (b) the gradient term equals $\beta N\langle t^2\rangle$, where the average is weighted by the density. For He this is $0.066726\times2\times1.634=0.218$ hartree, as before. A truncation at order $t^2$ requires $t\ll1$, and the averages violate this.

In He the condition fails throughout the region examined: the smallest $t$ within 6 bohr of the nucleus is about $0.8$. This value comes from a separate Hartree-Fock density in Slater-type functions, because a Gaussian density has no cusp and its gradient vanishes at the nucleus. Only about a quarter of the electronic charge lies where $t<1$, and about three quarters lies where the integrand of $E_c^{\rm GEA}$ is positive. In Ne the corresponding shares are roughly $46\,\%$ and $54\,\%$.

The exponential model shows how this arises. With $|\nabla n|=2\zeta n$,

$$t^2=\frac{\pi}{16}\,\frac{4\zeta^2}{k_F}=\frac{\pi\zeta^2}{4k_F},$$

which grows without limit as the density, and with it $k_F$, falls off. The energy stays finite because $nt^2\propto n^{2/3}$ still decays exponentially.

*Density dependence of the coefficient.* At $r_s=0$ the P86 expression gives $0.001667+0.002568=0.004235$ hartree, the Ma-Brueckner value. At $r_s=1$ bohr it is $0.004183$ hartree, and it falls further at larger $r_s$, where most of $I[n]$ lies in He. The given sums imply an effective coefficient of $(0.0882+0.1125)/51.483=0.00390$ hartree in He and $(0.5577+0.7428)/311.258=0.00418$ hartree in Ne, lower than $C$ by about $8\,\%$ and $1\,\%$. The sums become smaller but remain positive, so the use of a constant high-density coefficient does not explain the sign.

*Continuation to large $t$.* For small $t$, the fraction in $H$ tends to 1 and $\ln(1+x)\approx x$, so $H\to\beta t^2$. PBE therefore has the same leading gradient term. For any $t$, since $a>0$,

$$t^2\,\frac{1+at^2}{1+at^2+a^2t^4}=\frac1a\,\frac{at^2+a^2t^4}{1+at^2+a^2t^4}<\frac1a.$$

The definition of $a$ gives $\beta/(\gamma a)=e^{-\varepsilon_c/\gamma}-1$. The logarithm increases with its argument, so

$$H<\gamma\ln\!\left[1+\frac{\beta}{\gamma a}\right]=\gamma\ln e^{-\varepsilon_c/\gamma}=-\varepsilon_c.$$

Hence $\varepsilon_c+H<0$ at every point, and the PBE correlation energy is negative for any unpolarized density. As $t\to\infty$ the bound is approached and correlation switches off locally, whereas $\beta t^2$ continues to grow.

On the same Hartree-Fock densities PBE gives $-0.0420$ hartree for He and $-0.3513$ hartree for Ne. The uniform-gas limit and the small-$t$ slope are essentially those of the gradient expansion; what differs is the continuation to larger $t$. That change alone restores the sign. The positive energies therefore come from applying the quadratic term where $t$ is not small. They do not show that the coefficient is wrong in the slowly varying regime for which it was derived.

## Values computed for the example and the checks

```
Ma-Brueckner coefficient C = 0.004235 hartree
beta = 0.066726 hartree
small-t slope of PBE at rs=1, as C = 0.004235 hartree
P86 coefficient at rs=1 = 0.004183 hartree
model He: zeta = 1.6875 bohr^-1
model He: gradient integral, closed form = 52.9640
model He: gradient integral, quadrature = 52.9640
model He: gradient term = 0.2243 hartree
model He: rs at nucleus = 0.4273 bohr
model He: bound on |LDA| = 0.1613 hartree
model He: LDA term = -0.1141 hartree
model He: sum = 0.1102 hartree
He: Hartree-Fock energy = -2.86168 hartree
He: LDA correlation = -0.1125 hartree
He: gradient integral, radial = 51.483
He: gradient integral, 3D grid = 51.483
He: gradient term = 0.2180 hartree
He: LDA + Ma-Brueckner = +0.1056 hartree = +2.87 eV
He: sum with P86 C(rs) = +0.0882 hartree
He: PBE correlation = -0.0420 hartree
He: mean t^2 per electron = 1.634
He: electrons with t < 1 = 25.6 %
He: electrons where local sum > 0 = 75.4 %
He: MP2 up to d = -0.0356 hartree
He: MP2 up to f = -0.0365 hartree
He: MP2 extrapolated = -0.0371 hartree
He: coupled cluster up to d = -0.0410 hartree
He: composite estimate = -0.0425 hartree
He: coupled cluster up to f = -0.0416 hartree
He: coupled cluster extrapolated = -0.0419 hartree
He: Slater-basis HF energy = -2.86170 hartree
He: Slater-basis gradient integral = 51.482
He: smallest t for r < 6 bohr = 0.818
Ne: Hartree-Fock energy = -128.54683 hartree
Ne: LDA correlation = -0.7428 hartree
Ne: gradient integral, radial = 311.258
Ne: gradient integral, 3D grid = 311.258
Ne: gradient term = 1.3182 hartree
Ne: LDA + Ma-Brueckner = +0.5754 hartree = +15.66 eV
Ne: sum with P86 C(rs) = +0.5577 hartree
Ne: PBE correlation = -0.3513 hartree
Ne: mean t^2 per electron = 1.975
Ne: electrons with t < 1 = 46.3 %
Ne: electrons where local sum > 0 = 53.8 %
Ne: MP2 up to d = -0.3179 hartree
Ne: MP2 up to f = -0.3525 hartree
Ne: MP2 extrapolated = -0.3778 hartree
Ne: coupled cluster up to d = -0.3236 hartree
Ne: composite estimate = -0.3835 hartree
```
